\section*{Helium Shake-Up and Shake-Off from a Screened 1s Orbital}

\section{The problem}

A fast photoelectron leaves a helium atom. The electron that stays behind was in a screened orbital and now moves in the field of the bare nucleus. Let the ground state be the product $\phi(r_1)\phi(r_2)$ with
\begin{equation}
\phi(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},\qquad \zeta=\frac{27}{16},\qquad Z=2 .
\end{equation}
Hartree atomic units are used. Find the probabilities $P_n$ of leaving He$^+$ in the state $ns$ and the probability of ejecting the second electron too. Check that the probabilities sum to one, and judge how well the product state serves.

Excitation to $n\ge2$ is called shake-up, and ejection is called shake-off. The nucleus is fixed, and the photon is absorbed in the nonrelativistic dipole approximation.

\section{A tempting solution}

The sudden change of potential projects $\phi$ on the eigenstates for $Z=2$. The squared overlaps, whose formulas are derived below, give
\begin{equation}
\sum_{n\ge2}P_n=0.01428,\qquad P_{\rm off}=0.00711 .
\end{equation}
Their sum is $0.02139$, not one. The argument then continues: the second electron must be either shaken up or shaken off, so the missing factor is a matter of normalization. Division by $0.02139$ gives $0.668$ for shake-up and $0.332$ for shake-off, and these do sum to one.

\section{Where it fails}

The overlaps are right, but the division is wrong. The remaining electron has a third possibility, the ground state $1s$ of He$^+$. The orbital $\phi$ is also called 1s, but it belongs to another Hamiltonian. Its overlap with the ionic $1s$ state is neither zero nor one, and this channel is the main line of the photoelectron spectrum.

A limit exposes the error without any numbers. If $\zeta$ approached $Z$, then $\phi$ would become the ionic ground state, and shake-up and shake-off would both vanish. Their sum cannot be one for every $\zeta$. The correct statement is
\begin{equation}
P_1+\sum_{n=2}^{\infty}P_n+\int_0^\infty\frac{dP}{d\varepsilon}\,d\varepsilon=1,
\label{sum}
\end{equation}
where $\varepsilon$ is the energy of the slow ejected electron. The numbers $0.668$ and $0.332$ are conditional probabilities: they apply only to those events in which the ion is not left in $1s$.

\section{Why overlaps give the probabilities}

Let $\mathbf P=\mathbf p_1+\mathbf p_2$ be the total momentum, which is the dipole operator in velocity form. Since $[\mathbf p_i,V]=-i\nabla_iV$, and the forces between the electrons cancel in the sum, the commutator with the full Hamiltonian $H$ contains the nuclear attraction alone:
\begin{equation}
[\mathbf P,H]=-iZ\left(\frac{\mathbf r_1}{r_1^3}+\frac{\mathbf r_2}{r_2^3}\right).
\end{equation}
Between eigenstates with $E_f-E_i=\omega$, the left side gives $-\omega\langle f|\mathbf P|i\rangle$. Hence
\begin{equation}
\langle f|\mathbf P|i\rangle=\frac{iZ}{\omega}
\left\langle f\left|\frac{\mathbf r_1}{r_1^3}+\frac{\mathbf r_2}{r_2^3}\right|i\right\rangle .
\end{equation}

Let electron 1 be fast, with momentum $\mathbf q$, and take the final state to leading order as $e^{i\mathbf q\cdot\mathbf r_1}\varphi_n(\mathbf r_2)$. Symmetrization supplies a factor common to all $n$. For a ground state $\Psi$, define
\begin{equation}
F_n(\mathbf r_1)=\int\varphi_n^*(\mathbf r_2)\Psi(\mathbf r_1,\mathbf r_2)\,d^3r_2 .
\end{equation}
The first force term is the Fourier transform of $F_n(\mathbf r)\,\mathbf r/r^3$. At large $q$ it is governed by the singularity at the nucleus. Because $\mathbf r/r^3=-\nabla(1/r)$ and the transform of $1/r$ is $4\pi/q^2$,
\begin{equation}
\int e^{-i\mathbf q\cdot\mathbf r}\frac{\mathbf r}{r^3}F_n(\mathbf r)\,d^3r
\simeq-\frac{4\pi i\,\mathbf q}{q^2}F_n(0).
\end{equation}
The second force term vanishes by parity for the product state and an $s$ final state. Otherwise it contains the Fourier component of $\Psi$ in $\mathbf r_1$, which is suppressed because $\Psi$ has cusps but no $1/r^2$ singularity.

For the product state, $F_n(r)=\langle\varphi_n|\phi\rangle\phi(r)$, and the quality of the approximation can be calculated. The angular integration leaves a spherical Bessel function $j_1=-j_0'$. With $a=\zeta/q$, the ratio of the full integral to its point value is
\begin{align}
\int_0^\infty j_1(x)e^{-ax}dx
&=\left[-j_0(x)e^{-ax}\right]_0^\infty-a\int_0^\infty j_0(x)e^{-ax}dx\nonumber\\
&=1-a\arctan\frac1a\simeq1-\frac{\pi\zeta}{2q}.
\end{align}
It is $0.763$ at $q=10$ and $0.974$ at $q=100$. The approach is slow, but at fixed $q$ this factor is the same for all $n$ and cancels from relative intensities. Distortion of the outgoing wave by the nucleus changes the magnitude of this integral only at relative order $1/q^2$.

At fixed photon energy, $q$ differs slightly between channels, but for finite ionic energies the difference becomes negligible as $\omega$ grows. The normalized probabilities are therefore
\begin{equation}
P_n=\frac{|F_n(0)|^2}{\int|\Psi(0,\mathbf r)|^2d^3r}
\;\longrightarrow\;|\langle\varphi_n|\phi\rangle|^2 ,
\label{general}
\end{equation}
where the arrow denotes the product state. Since $\Psi(0,\mathbf r)$ is spherical for the helium ground state, only $s$ states appear at this order.

\section{The exponent}

The value $27/16$ minimizes the energy of the product state. Each electron has kinetic energy $\zeta^2/2$ and nuclear attraction $-Z\zeta$. For $\zeta=1$, the charge inside radius $r$ is $1-e^{-2r}(1+2r+2r^2)$. Counting each ordering of the two radii, the repulsion is
\begin{align}
&8\int_0^\infty re^{-2r}\left[1-e^{-2r}(1+2r+2r^2)\right]dr\nonumber\\
&\quad=8\left(\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right)=\frac58 .
\end{align}
It scales as $\zeta$, so
\begin{equation}
E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad
E'(\zeta)=0\;\Rightarrow\;\zeta=Z-\tfrac5{16}=\tfrac{27}{16}.
\end{equation}

\section{Bound final states}

Let $H_Q=-\frac12\nabla^2-Q/r$. The orbital $\phi$ is an eigenstate of $H_\zeta$ with energy $-\zeta^2/2$, and $\varphi_n$ is an eigenstate of $H_Z$ with energy $-Z^2/(2n^2)$. Since $H_Z-H_\zeta=(\zeta-Z)/r$,
\begin{equation}
\left(\frac{\zeta^2}{2}-\frac{Z^2}{2n^2}\right)\langle\varphi_n|\phi\rangle
=(\zeta-Z)\left\langle\varphi_n\left|\frac1r\right|\phi\right\rangle .
\label{identity}
\end{equation}
The difference in charge thus drives the excitation. For $\zeta=27/16$ the bracket on the left is never zero.

The radial functions are $2\zeta^{3/2}e^{-\zeta r}$ for $\phi$ and
\begin{equation}
R_n(r)=2\left(\frac Zn\right)^{3/2}e^{-Zr/n}\,
{}_1F_1\!\left(1-n;2;\frac{2Zr}{n}\right)
\end{equation}
for the ion. Put $s=\zeta+Z/n$ and $\kappa=2Z/n$. With $(a)_j=a(a+1)\cdots(a+j-1)$ and $(2)_j=(j+1)!$, termwise integration gives
\begin{align}
J_n&=\int_0^\infty re^{-sr}{}_1F_1(1-n;2;\kappa r)\,dr
=\sum_j\frac{(1-n)_j\kappa^j}{(2)_j\,j!}\frac{(j+1)!}{s^{j+2}}\nonumber\\
&=\frac1{s^2}\sum_j\frac{(1-n)_j}{j!}\left(\frac\kappa s\right)^j
=\frac1{s^2}\left(1-\frac\kappa s\right)^{n-1}
=\frac{(\zeta-Z/n)^{n-1}}{(\zeta+Z/n)^{n+1}} .
\label{J}
\end{align}
The last step uses $s-\kappa=\zeta-Z/n$. Multiplication by the normalization factors gives $\langle\varphi_n|1/r|\phi\rangle=4\zeta^{3/2}(Z/n)^{3/2}J_n$. Equation (\ref{identity}), with $\zeta^2-Z^2/n^2=(\zeta-Z/n)(\zeta+Z/n)$, then yields
\begin{equation}
\langle\varphi_n|\phi\rangle=
8\zeta^{3/2}\left(\frac Zn\right)^{3/2}(\zeta-Z)
\frac{(\zeta-Z/n)^{n-2}}{(\zeta+Z/n)^{n+2}},
\end{equation}
and therefore
\begin{equation}
P_n=\frac{64\zeta^3Z^3(Z-\zeta)^2}{n^3}
\frac{(\zeta-Z/n)^{2n-4}}{(\zeta+Z/n)^{2n+4}} .
\label{Pn}
\end{equation}

For $n=1$ the factors $\zeta-Z$ cancel. The overlap is
\begin{equation}
\langle\varphi_1|\phi\rangle=\frac{8(\zeta Z)^{3/2}}{(\zeta+Z)^3}
=\frac{8(3.375)^{3/2}}{(3.6875)^3}=0.98925,
\end{equation}
so $P_1=0.9786$. For $n=2$ the power in the numerator is zero, and
\begin{equation}
P_2=\frac{64\,(1.6875)^3(0.3125)^2}{(2.6875)^8}=0.01104 .
\end{equation}
The next values are $P_3=0.00177$ and $P_4=0.00062$. All states with $n\ge2$ together give $0.01428$.

\section{Continuum final states}

Let the slow electron have momentum $k$, so that $\varepsilon=k^2/2$. Substitution of $R=e^{-\lambda r}w(x)$, $x=2\lambda r$, into the radial $s$ equation at energy $-\lambda^2/2$ gives
\begin{equation}
xw''+(2-x)w'-\left(1-\frac Z\lambda\right)w=0 .
\end{equation}
This is Kummer's equation, also for complex $\lambda$. Setting $\lambda=ik$ and $\eta=Z/k$, the regular solution is
\begin{equation}
R_\varepsilon(r)=R_\varepsilon(0)e^{-ikr}{}_1F_1(1+i\eta;2;2ikr).
\end{equation}

Its normalization follows from large $r$. The standard asymptotic form of ${}_1F_1$ contains two complex conjugate waves, whose sum gives
\begin{equation}
rR_\varepsilon\to R_\varepsilon(0)\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}
\sin(kr+\eta\ln2kr+\delta),
\end{equation}
with a constant phase $\delta$. Normalization per unit energy requires the amplitude $\sqrt{2/(\pi k)}$: the sine functions give $(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')$. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
R_\varepsilon(0)^2=\frac{2k}{\pi}\,e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}
=\frac{4Z}{1-e^{-2\pi Z/k}} .
\end{equation}

The integral in (\ref{J}) is needed with $s=\zeta+ik$, $\kappa=2ik$ and $1-n$ replaced by $1+i\eta$. The series converges for small $k$, and analytic continuation extends the result to all $k>0$. Let $\theta=\arctan(k/\zeta)$. Then $s^2=(\zeta^2+k^2)e^{2i\theta}$ and $1-\kappa/s=e^{-2i\theta}$, so
\begin{equation}
J_\varepsilon=\frac{e^{-2i\theta}}{\zeta^2+k^2}\,e^{2i\theta(1+i\eta)}
=\frac{e^{-2\eta\theta}}{\zeta^2+k^2}.
\end{equation}
In (\ref{identity}) the energy difference is now $(\zeta^2+k^2)/2$. Hence
\begin{equation}
\langle\varphi_\varepsilon|\phi\rangle
=\frac{4\zeta^{3/2}(\zeta-Z)R_\varepsilon(0)e^{-2\eta\theta}}{(\zeta^2+k^2)^2},
\end{equation}
and its square is
\begin{equation}
\frac{dP}{d\varepsilon}=
\frac{64Z\zeta^3(Z-\zeta)^2\exp[-4(Z/k)\arctan(k/\zeta)]}
{(1-e^{-2\pi Z/k})(\zeta^2+k^2)^4}.
\label{off}
\end{equation}

Two limits check its form. At threshold, $\arctan(k/\zeta)/k\to1/\zeta$. High Rydberg levels have spacing $Z^2/n^3$, so their probability per unit energy is $P_nn^3/Z^2$. Both approaches give
\begin{equation}
\lim_{n\to\infty}\frac{n^3P_n}{Z^2}
=\left.\frac{dP}{d\varepsilon}\right|_{0}
=\frac{64Z(Z-\zeta)^2}{\zeta^5}e^{-4Z/\zeta}=0.00798
\end{equation}
per hartree. The shake-up series joins shake-off without a jump in density.

At large $k$, the exponential in the numerator tends to one and $1-e^{-2\pi Z/k}\simeq2\pi Z/k$. The density then falls as $k^{-7}$, or $\varepsilon^{-7/2}$. This makes the total probability and the mean energy finite and keeps most slow electrons well separated in energy from a sufficiently fast photoelectron. If the two energies are comparable, the labels fast and slow fail, and so does the sudden approximation.

\section{The sum and what it means}

The bound and continuum $s$ eigenstates of the self-adjoint Hamiltonian $H_Z$ form a complete set for spherical functions. Inserting it into $\langle\phi|\phi\rangle=1$ proves (\ref{sum}). Integration of (\ref{off}) gives $P_{\rm off}=0.00711$, and
\begin{equation}
0.97861+0.01428+0.00711=1.00000 .
\end{equation}
Here the three parts were evaluated separately, with no normalization imposed on their sum.

The total departure from the main line also follows from $P_1$ alone:
\begin{equation}
1-P_1=1-\left[1-\left(\frac{Z-\zeta}{Z+\zeta}\right)^2\right]^3
\simeq3\left(\frac{Z-\zeta}{Z+\zeta}\right)^2 .
\end{equation}
The exact expression gives $0.0214$. It is small because a mismatch in exponent enters only in second order. For two-electron ions in this model, $Z-\zeta=5/16$ at every $Z$, so the departure decreases as $1/Z^2$ at large $Z$.

Completeness also fixes the mean energy of the remaining electron:
\begin{equation}
\sum_nP_nE_n+\int_0^\infty\varepsilon\frac{dP}{d\varepsilon}d\varepsilon
=\langle\phi|H_Z|\phi\rangle=\frac{\zeta^2}{2}-Z\zeta=-1.9512
\end{equation}
hartree, where $E_n=-Z^2/(2n^2)$. Separate evaluation of the left side agrees. Relative to the ionic ground state at $-Z^2/2$, the mean excitation is $(Z-\zeta)^2/2=0.0488$ hartree. The mean energy of a shaken-off electron is $1.698$ hartree, so shake-off contributes $0.00711(1.698+2)=0.0263$ hartree. It supplies more than half of the mean excitation although it is half as probable as shake-up.

In the photoelectron spectrum, the $n=2$ line lies below the main line in kinetic energy by
\begin{equation}
\frac{Z^2}{2}\left(1-\frac14\right)=1.500\ \text{hartree}=40.82\ \text{eV}.
\end{equation}
Its intensity relative to the main line is $P_2/P_1=0.0113$ in this model.

\section{What the product state leaves out}

A sum of one does not show that the individual probabilities are accurate: any normalized profile satisfies closure. The general form of (\ref{general}) requires the profile $\Psi(0,\mathbf r)$, the wave function of one electron when the other is at the nucleus. The table compares the screened orbital with a Hartree--Fock orbital and with configuration interaction (CI), in which the two electrons are correlated. The letters give the angular types of Gaussian functions in the CI basis.

\begin{center}
\begin{tabular}{lcccc}
State & $P_1$ & $P_2$ & shake-up & shake-off\\
\hline
Screened 1s & 0.979 & 0.011 & 0.014 & 0.007\\
Hartree--Fock & 0.968 & 0.023 & 0.027 & 0.005\\
CI, $s$ & 0.925 & 0.048 & 0.058 & 0.017\\
CI, $sp$ & 0.929 & 0.045 & 0.055 & 0.016\\
CI, $spd$ & 0.929 & 0.045 & 0.054 & 0.016
\end{tabular}
\end{center}

For the Hartree--Fock and CI rows, shake-off was found as the remainder after the bound states, so the unit sum is not a separate check there.

The Hartree--Fock state is still a product, and its better orbital shape doubles $P_2$ while reducing shake-off. Correlation then roughly doubles $P_2$ again and triples shake-off relative to Hartree--Fock. With $s$ functions alone, which describe radial correlation, both increases are already slightly larger than in the largest CI calculation. Adding $p$ functions lowers $P_2$ slightly, and $d$ functions change it by less than $0.001$.

The $27/16$ orbital therefore gives a $P_2$ about four times smaller than the largest CI calculation. Its energy, $-2.848$ hartree, is only about 2\% above the CI value of $-2.903$ hartree. A fair variational energy does not guarantee fair shake probabilities, because these depend on small components of the profile at the nucleus.

The CI values have limits of their own: the Gaussian basis is finite, functions beyond $d$ are absent, and the high-energy limit is still assumed. The first two limits matter in the fourth decimal, which can change the last digit shown. To four digits the $spd$ row is $0.9293$, $0.0448$, $0.0545$, $0.0162$, with shake-up on the rounding edge. An explicitly correlated (Hylleraas) function with energy $-2.9037$ hartree gives $P_1=0.9295$, $P_2=0.0446$, shake-up $0.0543$ and shake-off $0.0162$. These shifts of about $0.0002$ leave the comparisons above unchanged.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge Z = 2; orbital exponent zeta = 1.6875 a.u.
Repulsion integral divided by zeta = 0.625000
Model two-electron energy = -2.847656 hartree
Force integral / point value at k=10 a.u.: 0.76314
Force integral / point value at k=100 a.u.: 0.97378
Main-line overlap <1s|phi> = 0.989247
P_1 = 0.97860883 (probability)
P_2 = 0.01103630 (probability)
P_3 = 0.00177368 (probability)
P_4 = 0.00062184 (probability)
P_5 = 0.00029343 (probability)
P_6 = 0.00016261 (probability)
P_2/P_1 = 0.011278
Shake-up for n >= 7 = 0.00039083
Total shake-up, n >= 2 = 0.01427869
Shake-off = 0.00711248
Shake-up + shake-off without main line = 0.02139117
Main line + shake-up + shake-off = 1.0000000000
Threshold density dP/de = 0.007977 per hartree
Mean shake-off electron energy = 1.69808 hartree
Energy-weighted sum = -1.95117188 hartree
Direct expectation of H_Z = -1.95117188 hartree
n=2 shift from main line = 1.500 hartree = 40.817 eV
Comparison: energy in hartree; probabilities P1, P2, shake-up, shake-off
Screened 1s   E=-2.84766; 0.9786, 0.0110, 0.0143, 0.0071
Hartree-Fock  E=-2.86167; 0.9677, 0.0228, 0.0272, 0.0050
CI s          E=-2.87901; 0.9251, 0.0481, 0.0583, 0.0165
CI sp         E=-2.90049; 0.9289, 0.0451, 0.0549, 0.0162
CI spd        E=-2.90267; 0.9293, 0.0448, 0.0545, 0.0162
\end{verbatim}
